\section*{Peak drain field of a velocity-saturated MOSFET in the pseudo-two-dimensional model}

\section*{Problem}

An n-channel MOSFET is biased beyond saturation. Its drain-source voltage $V_{DS}$ exceeds the saturation voltage $V_{D\mathrm{sat}}$ by $u=1$~V. The characteristic length of the lateral field is $l=20$~nm, and electrons reach their saturated velocity at the field $E_{\mathrm{sat}}=50$~kV/cm.

\begin{enumerate}
\item From Gauss's law, derive the equation for the channel potential between the point where the velocity saturates and the drain.
\item Find the peak lateral field and evaluate it.
\item Find the length of the saturated region and describe how the voltage is distributed in it.
\item Decide how many digits of the peak field are meaningful for a silicon transistor with a channel of about 180~nm.
\end{enumerate}

\section*{Solution}

\subsection*{1. Gauss's law for a slice of the channel}

Let $y$ run along the channel towards the drain, with $y=0$ at the saturation point, and let $x$ run from the oxide interface into the silicon. The channel potential $V(y)$ is measured from the source. It rises towards the drain, so the field component $E_y=-V'$ is negative. We work with the positive magnitude
\begin{equation}
E(y)=-E_y=\frac{dV}{dy}.
\end{equation}

Take a slice of silicon of length $dy$, depth $x_j$ and unit width. The depth $x_j$ is that of the drain junction, and all the mobile charge is assumed to lie within it. The model also assumes that $E$ is uniform over this depth and that no flux leaves through the bottom. These two assumptions reduce a two-dimensional problem to an equation in $y$.

The outward flux of electric displacement has two parts.

\begin{itemize}
\item Through the two side faces it is
$\epsilon_s x_j[E_y(y+dy)-E_y(y)]=-\epsilon_s x_jV''\,dy$.
\item Through the top face, the oxide field points from the gate into the silicon when the gate is the more positive side. Its size is $(V_g'-V)/t_{ox}$, where $V_g'$ is the gate voltage less the flat-band voltage and the constant surface band bending. This flux enters the slice, so it counts as $-\epsilon_{ox}(V_g'-V)\,dy/t_{ox}$.
\end{itemize}

The enclosed charge is $-(qN_Ax_j+Q_n)\,dy$, from ionized acceptors of density $N_A$ and electrons of charge magnitude $Q_n$ per unit area. Equating flux and charge and changing all signs gives
\begin{equation}
\epsilon_sx_jV''+\frac{\epsilon_{ox}}{t_{ox}}(V_g'-V)=qN_Ax_j+Q_n .
\label{box}
\end{equation}
Here $\epsilon_s$ and $\epsilon_{ox}$ are absolute permittivities. In Gaussian units they become relative permittivities and the right side acquires a factor $4\pi$. That factor disappears in the next step, together with the charge.

The current per unit width is $Q_nv$, and in steady state it does not depend on $y$. For $y\ge0$ the velocity $v$ is constant, so $Q_n$ is constant too. The right side of (\ref{box}) therefore has the same value at $y$ and at $0$. Subtracting the equation at $y=0$, where $V=V_{D\mathrm{sat}}$, gives
\begin{equation}
\epsilon_sx_j\,[V''(y)-V''(0)]-\frac{\epsilon_{ox}}{t_{ox}}(V-V_{D\mathrm{sat}})=0 .
\end{equation}
Division by $\epsilon_sx_j$ then yields
\begin{equation}
V''(y)=\frac{V-V_{D\mathrm{sat}}+\delta}{l^2},\qquad
l^2=\frac{\epsilon_s}{\epsilon_{ox}}x_jt_{ox},\qquad
\delta=l^2V''(0).
\label{offset}
\end{equation}
The voltage $\delta$ measures how fast the field is already rising at the saturation point. The standard pseudo-two-dimensional model treats the channel up to that point as gradual and sets $\delta=0$. With $\psi=V-V_{D\mathrm{sat}}$ the equation to solve is
\begin{equation}
\psi''=\frac{\psi}{l^2},\qquad \psi(0)=0,\qquad \psi'(0)=E_{\mathrm{sat}} .
\label{ode}
\end{equation}

The sign on the right has a direct meaning. Beyond saturation the channel potential is higher than the value at which the gate balances the charge. The field lines of the surplus charge must then run along the channel, and the lateral field grows towards the drain.

\subsection*{2. The peak field}

Multiply (\ref{ode}) by $2\psi'$. The left side becomes $2\psi'\psi''=d(\psi'^2)/dy$ and the right side becomes $2\psi\psi'/l^2=d(\psi^2/l^2)/dy$. Hence
\begin{equation}
\frac{d}{dy}\left(\psi'^2-\frac{\psi^2}{l^2}\right)=0 .
\end{equation}
The bracket keeps its value at $y=0$, which is $E_{\mathrm{sat}}^2$, so
\begin{equation}
E^2=E_{\mathrm{sat}}^2+\frac{\psi^2}{l^2}.
\label{first}
\end{equation}
Since $\psi'=E>0$, $\psi$ increases towards the drain, and so does $E$. The peak is at the drain, where $\psi=u$:
\begin{equation}
\boxed{E_m=\sqrt{\left(\frac{u}{l}\right)^2+E_{\mathrm{sat}}^2}}
\label{peak}
\end{equation}

For the given numbers,
\begin{equation}
\frac ul=\frac{1\ \mathrm V}{20\times10^{-7}\ \mathrm{cm}}
=5\times10^5\ \mathrm{V/cm}=500\ \mathrm{kV/cm},
\end{equation}
\begin{equation}
E_m=\sqrt{500^2+50^2}\ \mathrm{kV/cm}
=\sqrt{252\,500}\ \mathrm{kV/cm}=502.5\ \mathrm{kV/cm},
\end{equation}
or about $0.50$~MV/cm. The two fields add in quadrature, not linearly. A saturation field equal to one tenth of $u/l$ therefore raises the result by only 0.5\% above $u/l$.

The two limits of (\ref{peak}) are separated by the voltage $lE_{\mathrm{sat}}=0.100$~V. For $u\gg lE_{\mathrm{sat}}$, expanding the root gives
\begin{equation}
E_m\simeq\frac ul\left[1+\frac12\left(\frac{lE_{\mathrm{sat}}}{u}\right)^2\right],
\end{equation}
and the correction here is $\frac12(0.1)^2=0.005$, as found. For $u\ll lE_{\mathrm{sat}}$,
\begin{equation}
E_m\simeq E_{\mathrm{sat}}\left[1+\frac12\left(\frac{u}{lE_{\mathrm{sat}}}\right)^2\right],
\end{equation}
so the field at the drain has hardly risen above its value at saturation. Even at $u=0.05$~V, which is half of $lE_{\mathrm{sat}}$ and so not yet in this limit, the rise is only 12\%: (\ref{peak}) gives $\sqrt{25^2+50^2}=55.9$~kV/cm, whereas $u/l$ alone would give 25~kV/cm.

The sensitivity to the inputs follows from $\ln E_m=\frac12\ln(u^2/l^2+E_{\mathrm{sat}}^2)$:
\begin{equation}
\frac{\partial\ln E_m}{\partial\ln l}=-\frac{(u/l)^2}{E_m^2}=-0.990,\qquad
\frac{\partial\ln E_m}{\partial\ln E_{\mathrm{sat}}}=\frac{E_{\mathrm{sat}}^2}{E_m^2}=0.0099 .
\end{equation}
In this model, with $u$ held fixed and $\delta=0$, a small relative error in $l$ passes almost unchanged into $E_m$, while one in $E_{\mathrm{sat}}$ is reduced a hundredfold.

\subsection*{3. The saturated region}

The general solution of (\ref{ode}) is $\psi=A\cosh(y/l)+B\sinh(y/l)$. The condition $\psi(0)=0$ gives $A=0$, and $\psi'(0)=B/l=E_{\mathrm{sat}}$ gives $B=lE_{\mathrm{sat}}$. Thus
\begin{equation}
\psi=lE_{\mathrm{sat}}\sinh\frac yl,\qquad
E=E_{\mathrm{sat}}\cosh\frac yl .
\label{profile}
\end{equation}
The identity $\cosh^2-\sinh^2=1$ turns these expressions back into (\ref{first}). Setting $\psi=u$ at the drain, $y=\Delta L$, gives
\begin{equation}
\Delta L=l\,\mathrm{arsinh}\frac{u}{lE_{\mathrm{sat}}}
=20\ \mathrm{nm}\times\ln\left(10+\sqrt{101}\right)
=60.0\ \mathrm{nm}.
\label{length}
\end{equation}

As a test, (\ref{ode}) was integrated numerically from the saturation point until $\psi$ reached $u$. The field and length agreed with (\ref{peak}) and (\ref{length}) to within one part in $10^6$. They did so for the given data, for $u=0.05$~V with the same $l$ and $E_{\mathrm{sat}}$, and for $u=0.3$~V, $l=35$~nm, $E_{\mathrm{sat}}=40$~kV/cm.

The mean field in the region is $u/\Delta L=167$~kV/cm, a third of the peak. The voltage is concentrated near the drain: its last half falls within
\begin{equation}
l\,(\mathrm{arsinh}\,10-\mathrm{arsinh}\,5)=13.7\ \mathrm{nm}.
\end{equation}
This is close to $l\ln2$, because $\mathrm{arsinh}\,z\simeq\ln 2z$ for large $z$. For $u\gg lE_{\mathrm{sat}}$ the region lengthens only logarithmically with $u$, while the peak field grows almost linearly.

The solution requires a channel longer than $\Delta L$. A 180~nm channel leaves about 120~nm for the part in which the velocity is not yet saturated. In a channel shorter than 60~nm there would be no room for the assumed region at this $u$.

\subsection*{4. How far the number can be trusted}

\paragraph{The real case.}
The data suit a bulk silicon n-MOSFET at room temperature with a channel of roughly 180~nm. As rough values we take an oxide of 4.0~nm, relative permittivities 11.7 and 3.9, and a gate overdrive of 1.20~V. The permittivity ratio is 3, so (\ref{offset}) returns $l=20$~nm for
\begin{equation}
x_j=\frac{l^2}{3t_{ox}}=\frac{400\ \mathrm{nm^2}}{12.0\ \mathrm{nm}}=33.3\ \mathrm{nm}.
\end{equation}
This depth is chosen to match $l$; it is not a measured one. The least secure assumption is the uniform field over the depth. As shown below, it can shift the estimate by tens of per cent or more, whereas the matching and drain corrections are a few per cent each for a heavily doped drain.

\paragraph{Matching at the saturation point.}
Repeat the first integral with $\delta$ retained in (\ref{offset}). The term $2\psi'(\psi+\delta)/l^2$ is the derivative of $(\psi^2+2\delta\psi)/l^2$, so
\begin{equation}
E_m^2=E_{\mathrm{sat}}^2+\frac{u^2+2u\delta}{l^2}.
\label{shifted}
\end{equation}
To find $\delta$ we need the channel before saturation. Take $v=\mu E/(1+E/E_{\mathrm{sat}})$ for $E<E_{\mathrm{sat}}$, with $\mu$ the low-field mobility, and constant $v=\mu E_{\mathrm{sat}}/2$ above. Let $a=V_{GT}-V$, where the overdrive $V_{GT}$ is $V_g'$ less the acceptor term $qN_Ax_jt_{ox}/\epsilon_{ox}$. If $V''$ is small, (\ref{box}) makes $Q_n$ proportional to $a$, and constant current means
\begin{equation}
\frac{aE}{1+E/E_{\mathrm{sat}}}=c
\quad\Longrightarrow\quad
E=\frac{c}{a-c/E_{\mathrm{sat}}} .
\end{equation}
At saturation $E=E_{\mathrm{sat}}$ and $a=a_s$, so $c=a_sE_{\mathrm{sat}}/2$. Since $da/dV=-1$,
\begin{equation}
\frac{dE}{dV}=\frac{c}{(a-c/E_{\mathrm{sat}})^2}
=\frac{a_sE_{\mathrm{sat}}/2}{(a_s/2)^2}=\frac{2E_{\mathrm{sat}}}{a_s}.
\end{equation}
With $V''=E\,dE/dV$ this gives the estimate
\begin{equation}
\delta\simeq\frac{2(lE_{\mathrm{sat}})^2}{a_s}.
\end{equation}

Integrating (\ref{box}) with this velocity law through the whole 180~nm channel, with $V''=0$ imposed at the source, gives $V_{D\mathrm{sat}}=0.416$~V and $\delta=21.8$~mV. The estimate, with $a_s=1.20-0.416=0.784$~V, gives $0.020/0.784\ \mathrm V=26$~mV, which is the right size. The full integration gives a peak of 513~kV/cm, 2\% above the standard result, and (\ref{shifted}) reproduces it:
\begin{equation}
\sqrt{500^2(1+2\times0.0218)+50^2}\ \mathrm{kV/cm}=513\ \mathrm{kV/cm}.
\end{equation}
This correction is larger than the 0.5\% contributed by $E_{\mathrm{sat}}$ in (\ref{peak}). Keeping $E_{\mathrm{sat}}$ there ensures that the field tends to $E_{\mathrm{sat}}$ as $u\to0$, but it does not make the third digit reliable. Nor does it give the correct initial rise: by (\ref{shifted}), with $\delta>0$ the field first grows linearly in $u$, not quadratically.

\paragraph{Voltage inside the drain.}
The field does not stop at the edge of the drain. It falls to zero across a thin depleted layer. For an abrupt drain with donor density $N_D$, the field magnitude has slope $-qN_D/\epsilon_s$, so the layer width $w$ and its voltage are
\begin{equation}
w=\frac{\epsilon_sE_m}{qN_D},\qquad
u_D=\frac{E_mw}{2}=\frac{\epsilon_sE_m^2}{2qN_D}.
\end{equation}
The channel receives only $u-u_D$, and this difference replaces $u$ in (\ref{peak}). For a rough $N_D=2\times10^{19}$~cm$^{-3}$ the simultaneous solution is $w=1.56$~nm, $u_D=37.8$~mV and
\begin{equation}
E_m=\sqrt{\left(\frac{0.9622\ \mathrm V}{20\ \mathrm{nm}}\right)^2+E_{\mathrm{sat}}^2}
=484\ \mathrm{kV/cm},
\end{equation}
4\% below the standard result. Full depletion is a rough assumption here, because $u_D$ is only about 1.5 times the thermal voltage of 26~mV. Electrons remaining in the layer reduce its net charge and increase the voltage it takes. For Boltzmann electrons in equilibrium, the first integral of Poisson's equation adds $(k_BT/q)(1-e^{-qu_D/k_BT})$ to the expression for $u_D$. This gives $u_D\approx59$~mV and a peak about 6\% below the standard result. At this doping the drain is at the edge of degeneracy; Fermi-Dirac statistics with $N_c=2.8\times10^{19}$~cm$^{-3}$ give 62~mV and again about 6\%. In the depletion approximation, at a given field $u_D\propto1/N_D$, so a more lightly doped drain takes a larger share of the voltage and lowers the peak further. With $\delta=21.8$~mV and Boltzmann electrons both included, the peak is about 480~kV/cm at $2\times10^{19}$~cm$^{-3}$, 440~kV/cm at $5\times10^{18}$~cm$^{-3}$ and 330~kV/cm at $10^{18}$~cm$^{-3}$.

\paragraph{The characteristic length itself.}
The formula for $l$ in (\ref{offset}) relies on a field uniform in depth. To examine this, let the departure of the potential from a state with the same charge distribution vary as $\phi(x)e^{ky}$. It obeys Laplace's equation, so $\phi''=-k^2\phi$. With no flux at the bottom and a fixed gate potential at $x=-t_{ox}$,
\begin{equation}
\phi=\begin{cases}
A\cos k(x_j-x), & 0<x<x_j,\\
B\sin k(x+t_{ox}), & -t_{ox}<x<0.
\end{cases}
\end{equation}
Continuity of potential and of normal displacement at $x=0$ requires
\begin{equation}
A\cos kx_j=B\sin kt_{ox},\qquad
\epsilon_sA\sin kx_j=\epsilon_{ox}B\cos kt_{ox}.
\end{equation}
Dividing the second condition by the first gives
\begin{equation}
\epsilon_s\tan(kx_j)\tan(kt_{ox})=\epsilon_{ox}.
\label{mode}
\end{equation}
If both arguments are small, each tangent may be replaced by its argument, and $k^2=\epsilon_{ox}/(\epsilon_sx_jt_{ox})=1/l^2$. The box formula is thus the limit in which both layers are thin compared with $l$. A grid calculation confirms this limit: for two 5~nm layers with a permittivity ratio of 300, the box length is 86.6~nm and the computed length is 86.7~nm.

The silicon example lies outside the limit, since $x_j/l=1.67$. With a permittivity ratio of 3 no choice of thicknesses reaches it, because $(x_j/l)(t_{ox}/l)=1/3$. Even for equal layers, where $kt_{ox}=\pi/6$, the mode length exceeds the box length by 10\%. We return to the example. Its lowest mode, from (\ref{mode}), has $1/k=28.5$~nm instead of 20~nm. Putting this length into (\ref{peak}) gives 354~kV/cm, 29\% below the standard result. That figure is neither a corrected peak nor a bound on the error. It also depends on the bottom condition. In a bulk device flux can leave towards the substrate; a fixed potential at depth $x_j$ replaces (\ref{mode}) by $\epsilon_s\tan(kt_{ox})+\epsilon_{ox}\tan(kx_j)=0$, whose lowest mode has $1/k=13.8$~nm, shorter than 20~nm. Higher modes also contribute near the drain, where the field varies strongly with depth and can exceed the standard result close to the oxide. The given 20~nm should accordingly be read as an effective length for the lateral field of the device. If only layer thicknesses are known, even the first digit of $E_m$ is uncertain.

\paragraph{Impact ionization.}
Electrons in such fields can create electron-hole pairs, whose charge is absent from (\ref{ode}). A common form for the number of pairs per unit path is $\alpha=\alpha_0e^{-b/E}$, with rough values $\alpha_0=7\times10^5$~cm$^{-1}$ and $b=1.2$~MV/cm. Integrated over the profile (\ref{profile}), it gives 0.04 pairs per electron.

That estimate assumes that the electron energy follows the local field. Let the mean excess energy $\mathcal E$ instead relax over a length $\lambda$:
\begin{equation}
\frac{d\mathcal E}{dy}=qE-\frac{\mathcal E}{\lambda}.
\end{equation}
We take $\lambda=65$~nm, again a rough value, and start from the steady energy $q\lambda E_{\mathrm{sat}}$. The energy at the drain is then 0.91~eV. This start is somewhat high, since the field upstream is below $E_{\mathrm{sat}}$; the whole-channel profile gives 0.88~eV. A uniform field would sustain this energy if it were $0.91\ \mathrm V/65\ \mathrm{nm}=140$~kV/cm, far below the actual peak. Using this effective field in $\alpha$, and including the energy decay in a field-free drain, reduces the yield to about $10^{-4}$ pairs per electron. The field rises over 20~nm, too short a distance for the energy to follow. Both estimates leave the channel charge nearly unchanged, but they differ by a factor of over 300 for $\lambda=65$~nm; the factor runs from about 120 to about 840 as $\lambda$ goes from 50 to 80~nm. The peak field alone therefore does not determine the ionization current.

\paragraph{Band-to-band tunnelling.}
In a two-band model with gap $E_g$ and band-edge mass $m$, the decay constant at energy $\varepsilon$ from midgap is $\kappa=\sqrt{2m(E_g^2/4-\varepsilon^2)/(\hbar^2E_g)}$. In a uniform lateral field $dy=d\varepsilon/(qE_m)$, and the integral of $\sqrt{E_g^2/4-\varepsilon^2}$ across the gap is a half-disc of area $\pi E_g^2/8$. The exponent is
\begin{equation}
2\int\kappa\,dy=\frac{2}{qE_m\hbar}\sqrt{\frac{2m}{E_g}}\,\frac{\pi E_g^2}{8}
=\frac{\pi\sqrt{m}\,E_g^{3/2}}{2\sqrt2\,q\hbar E_m}=42.4
\end{equation}
for $E_g=1.12$~eV and a rough mass of 0.20 electron masses. The factor $e^{-42.4}\approx4\times10^{-19}$ makes lateral tunnelling negligible here. In the uniform field the path is $E_g/(qE_m)=22$~nm. The real field falls away from the drain, and the saturated region drops only 1~V, less than the 1.12~V needed to cross the gap. The real path is therefore longer than the whole 60~nm region, and within this model the exponent is larger still. The field normal to the oxide, which can matter where the gate overlaps the drain, is not included, nor is the drain-body junction, across which the potential drop exceeds the gap.

\paragraph{Answer.}
For the stated inputs, the pseudo-two-dimensional peak field is $E_m=502$~kV/cm, at the drain end of a 60~nm saturated region. For a device whose effective length is known to be 20~nm, the matching and drain corrections sized above support quoting $E_m\approx0.5$~MV/cm for the field taken uniform in depth, provided the drain is abrupt and doped to about $10^{19}$~cm$^{-3}$ or more. A more lightly doped drain changes the first digit.

\section*{Table of computed values}
\begin{verbatim}
GIVEN
voltage beyond saturation u = 1.00 V
characteristic length l = 20.0 nm
saturation field E_sat = 50.0 kV/cm
MAIN RESULT
u/l = 500.0 kV/cm
peak field E_m = 502.49 kV/cm
peak field E_m = 0.5025 MV/cm
excess of E_m over u/l = 0.50 %
l*E_sat = 0.100 V
saturated region length = 59.96 nm
mean field u/length = 166.8 kV/cm
last half of u falls within 13.72 nm of drain
d ln E_m / d ln l = -0.9901
d ln E_m / d ln E_sat = 0.0099
ROUGH SILICON DEVICE
channel length = 180 nm
gate overdrive = 1.20 V
oxide thickness = 4.0 nm
relative permittivities Si, oxide = 11.7, 3.9
junction depth giving box l = 33.3 nm
NEGLECTED EFFECTS
whole channel: saturation voltage = 0.416 V
whole channel: l^2 V'' at onset = 21.8 mV
whole channel: peak field = 513.2 kV/cm
drain doping = 2.0e+19 cm^-3
drain depletion: width = 1.56 nm
drain depletion: voltage = 37.8 mV
drain depletion: peak field = 483.7 kV/cm
stack lowest-mode decay length = 28.5 nm
E_m with that length = 354.5 kV/cm
thin-layer test: box length = 86.60 nm
thin-layer test: grid length = 86.70 nm
ionization prefactor = 7.0e+05 cm^-1
ionization critical field = 1.20 MV/cm
energy relaxation length = 65 nm
pairs per electron, local field = 4.08e-02
pairs per electron, lagging energy = 1.22e-04
mean excess energy at drain = 0.906 eV
band gap = 1.12 eV
tunnelling mass = 0.20 electron masses
tunnelling distance at E_m = 22.3 nm
WKB exponent at E_m = 42.4
WKB factor at E_m = 3.7e-19
\end{verbatim}
